# The Knight shift and the contact density of sodium metal

The nuclei of a metal resonate at a slightly different frequency from the same nuclei in a nonmagnetic insulator in the same applied field. The conduction electrons are weakly spin-polarised by the field, and their moments add a field of their own at each nucleus. The relative change $K=\Delta B/B$ is the Knight shift. This problem relates $K$ to the spin susceptibility and to the electron density at the nucleus, and then reads the relation backwards for sodium, where $K=0.11$ percent is given.

The metal is cubic and nonmagnetic, and its nuclei sit at sites of cubic symmetry. The sample is a sphere with the nucleus considered at its centre, $\mathbf r=0$. The applied field $B$ points along $z$. Electrons are nonrelativistic and, until part (f), independent. Two other contributions are left out: fields from orbital currents, and the spin polarisation that conduction electrons induce in the closed shells (core polarisation). The reference compound is taken to have the same core shielding as the metal.

Formulas are written in SI form and evaluated in atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$. The speed of light is then $1/\alpha$, with $\alpha$ the fine-structure constant. Since $\mu_0\epsilon_0=\alpha^2$ and $\epsilon_0=1/4\pi$, we have $\mu_0=4\pi\alpha^2$. The Bohr magneton is $\mu_B=1/2$, and the electron $g$ factor is taken as 2.

## (a) The field at the nucleus

*The electron spins produce a magnetisation $m(\mathbf r)$ along $z$. Find the field it produces at $\mathbf r=0$, and show what cubic symmetry does to the answer.*

**Solution.** A magnetisation $m\hat{\mathbf z}$ is equivalent to the current density

$$\mathbf J=\nabla\times(m\hat{\mathbf z})=(\partial_y m,\,-\partial_x m,\,0).$$

The vector from a source point $\mathbf r$ to the nucleus is $-\mathbf r$, so the Biot–Savart law gives

$$B_z(0)=\frac{\mu_0}{4\pi}\int\frac{[\mathbf J\times(-\mathbf r)]_z}{r^3}\,d^3r
=-\frac{\mu_0}{4\pi}\int\frac{x\,\partial_xm+y\,\partial_ym}{r^3}\,d^3r ,$$

because $[\mathbf J\times(-\mathbf r)]_z=-(J_xy-J_yx)$.

In spherical coordinates $x\partial_x+y\partial_y=r\sin^2\theta\,\partial_r+\sin\theta\cos\theta\,\partial_\theta$. With $d^3r=r^2dr\,d\Omega$,

$$B_z(0)=-\frac{\mu_0}{4\pi}\int dr\,d\Omega\left[\sin^2\theta\,\partial_rm+\frac{\sin\theta\cos\theta}{r}\,\partial_\theta m\right].$$

Integrate the second term by parts in $\theta$, including the factor $\sin\theta$ from $d\Omega$. The boundary terms vanish at the poles:

$$\int_0^\pi\sin^2\theta\cos\theta\,\partial_\theta m\,d\theta
=-\int_0^\pi m\,(2\cos^2\theta-\sin^2\theta)\sin\theta\,d\theta
=-\int_0^\pi m\,(3\cos^2\theta-1)\sin\theta\,d\theta .$$

In the first term write $\sin^2\theta=\tfrac23-\tfrac13(3\cos^2\theta-1)$. The constant $\tfrac23$ contributes

$$-\frac{\mu_0}{4\pi}\,\frac23\int d\Omega\int_0^\infty\partial_rm\,dr=\frac23\mu_0m(0),$$

since $m$ vanishes outside the sample and $\int d\Omega=4\pi$. The remaining part of the first term selects the $l=2$ component of $m$. That component is zero both at the origin and outside the sample, so the radial integral of its derivative vanishes. What is left is

$$B_z(0)=\frac23\mu_0m(0)+\frac{\mu_0}{4\pi}\int m(\mathbf r)\,\frac{3\cos^2\theta-1}{r^3}\,d^3r .$$

The first term is the contact field and the second is the dipolar field of the magnetisation away from the nucleus. If $m$ has cubic symmetry about the nucleus, the averages of $x^2/r^2$, $y^2/r^2$ and $z^2/r^2$ weighted with $m$ are equal on every spherical shell. They add up to 1, so each is $1/3$, and the dipolar term vanishes:

$$B_z(0)=\tfrac23\,\mu_0\,m(0).$$

If the symmetry about the nucleus is lower, the dipolar term can survive and make the shift depend on the field direction. As an example, take $m=e^{-r}[1+0.1(3z^2-r^2)]$. Since $\int(3\cos^2\theta-1)^2d\Omega=16\pi/5$, the extra field in units of $\mu_0m(0)$ is

$$\frac{0.1}{4\pi}\,\frac{16\pi}{5}\int_0^\infty re^{-r}dr=0.08 .$$

Direct quadrature of the Biot–Savart integral gives 0.74667 for this case and 0.66667 for a cubic one.

## (b) The spin magnetisation at the nucleus

*Find $m(0)$ to first order in $B$ at low temperature. Which electrons contribute, and with what weight?*

**Solution.** Let $\psi_{\mathbf k}$ be the Bloch orbitals with energies $\varepsilon_{\mathbf k}$, normalised over the crystal volume $V$. The sum over $\mathbf k$ includes all bands that cross the Fermi level. An electron with its moment along the field has energy $\varepsilon_{\mathbf k}-\mu_BB$, and one with the opposite moment has $\varepsilon_{\mathbf k}+\mu_BB$. With the Fermi function $f$,

$$m(0)=\mu_B\sum_{\mathbf k}|\psi_{\mathbf k}(0)|^2\left[f(\varepsilon_{\mathbf k}-\mu_BB)-f(\varepsilon_{\mathbf k}+\mu_BB)\right].$$

The chemical potential inside $f$ must keep the electron number fixed. That number is $\sum_{\mathbf k}[f(\varepsilon_{\mathbf k}-\mu_BB)+f(\varepsilon_{\mathbf k}+\mu_BB)]$, which is even in $B$. The chemical potential is therefore also even in $B$, and for a smooth density of states it moves at order $B^2$. To first order it can be held constant.

Expanding, $f(\varepsilon\mp\mu_BB)\approx f(\varepsilon)\mp\mu_BB\,f'(\varepsilon)$, so the bracket equals $-2\mu_BB\,f'(\varepsilon_{\mathbf k})$. When the thermal energy is small compared with the energies over which the band properties vary, $-f'(\varepsilon)$ acts as $\delta(\varepsilon-E_F)$:

$$m(0)=2\mu_B^2B\sum_{\mathbf k}|\psi_{\mathbf k}(0)|^2\,\delta(\varepsilon_{\mathbf k}-E_F).$$

Deep in the Fermi sea both spin states are filled and their moments cancel. The net moment comes from a thin shell at the Fermi surface. To see its weight, replace $\sum_{\mathbf k}$ by $V\int d^3k/(2\pi)^3$ and split $d^3k=dS\,dk_\perp$, with $dS$ on a surface of constant energy. Since $d\varepsilon=|\nabla_{\mathbf k}\varepsilon|\,dk_\perp$,

$$\sum_{\mathbf k}|\psi_{\mathbf k}(0)|^2\delta(\varepsilon_{\mathbf k}-E_F)=\frac{V}{(2\pi)^3}\int_{F}\frac{dS}{|\nabla_{\mathbf k}\varepsilon|}\,|\psi_{\mathbf k}(0)|^2 .$$

Each piece of the surface counts in proportion to $1/|\nabla_{\mathbf k}\varepsilon|$: where the band is flat, a given Zeeman energy shifts the surface further. Define the average

$$\langle|\psi(0)|^2\rangle_F=\frac{\int_F dS\,|\psi_{\mathbf k}(0)|^2/|\nabla_{\mathbf k}\varepsilon|}{\int_F dS/|\nabla_{\mathbf k}\varepsilon|}.$$

Let $g(E_F)$ be the density of states per volume for both spins together. Then $\sum_{\mathbf k}\delta(\varepsilon_{\mathbf k}-E_F)=\tfrac12Vg(E_F)$, and

$$m(0)=\mu_B^2\,g(E_F)\,B\;V\langle|\psi(0)|^2\rangle_F .$$

The average over the Fermi surface can differ from the average over occupied states. In the numerical check, an s–p lattice model (simple cubic, s band $-2(\cos k_x+\cos k_y+\cos k_z)$, three p levels at $+2$, s–p coupling $2\sin k_i$, Fermi level $-3.5$, all in units of the hopping) is filled in a finite field at fixed electron number, and the response of its s component agrees with the surface formula to within 1 percent. The s weight, which stands for the contact density there, averages 0.804 over the Fermi surface and 0.869 over the occupied states. Using the second number would overstate the contact field of that model by 8 percent at this filling; for Fermi levels from $-5$ to $-2.5$ the figure runs from 4 to 9 percent.

## (c) The Knight shift

*Express $K$ through the Pauli susceptibility $\chi_P$ and one dimensionless number that describes the orbitals.*

**Solution.** The mean magnetisation $M$ follows from the same counting with the local density $|\psi_{\mathbf k}(0)|^2$ replaced by its volume average $1/V$. Thus $M=\mu_B^2g(E_F)B$, and the SI susceptibility is

$$\chi_P=\frac{\mu_0M}{B}=\mu_0\mu_B^2\,g(E_F).$$

It is far below 1 in a simple metal, so it makes no practical difference whether the field that polarises the electrons is taken as the applied field or as the field inside the sample. Define the enhancement factor

$$\eta=V\langle|\psi(0)|^2\rangle_F .$$

It is the density of a Fermi-surface electron at the nucleus, divided by the density it would have if spread evenly. If the orbitals are normalised over one atomic cell of volume $\Omega$, then $|\psi|^2$ is larger by $V/\Omega$ and $\eta=\Omega\langle|\psi(0)|^2\rangle_F$, the same number.

Part (b) now reads $\mu_0m(0)=\chi_P\,\eta\,B$. The nucleus feels $B+\tfrac23\mu_0m(0)$, so

$$\boxed{K=\frac{\Delta B}{B}=\frac23\,\chi_P\,\eta}$$

The sign is positive because the electron moments align with the field and the contact field is parallel to them. For evenly spread electrons $\eta=1$ and $K=\tfrac23\chi_P$, the field inside a uniformly magnetised sphere. If instead the states at the Fermi level have no s character at the nucleus, $\eta=0$. The contact term then vanishes, and the shift is governed by the contributions left out here. For a fixed lattice, $K$ is independent of temperature to leading order at low temperature, as $\chi_P$ is. In a real metal thermal expansion and lattice vibrations change $\chi_P$ and $\eta$, so some temperature dependence remains.

## (d) Free-electron density of states

*Evaluate $\chi_P$ for a free-electron gas with Fermi wavenumber $k_F$, and solve for $\eta$.*

**Solution.** Two spins fill a sphere of radius $k$ in reciprocal space, so

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}.$$

With $\varepsilon=k^2/2$ and $d\varepsilon=k\,dk$,

$$g(E_F)=\frac{dn}{d\varepsilon}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}.$$

Inserting $\mu_0=4\pi\alpha^2$ and $\mu_B^2=1/4$,

$$\chi_P=4\pi\alpha^2\cdot\frac14\cdot\frac{k_F}{\pi^2}=\frac{\alpha^2k_F}{\pi},
\qquad
\eta=\frac{3K}{2\chi_P}=\frac{3\pi K}{2\alpha^2k_F}.$$

The free-electron form is used for the density of states alone. The orbitals must still vary strongly near the nuclei, or $\eta$ would be 1.

## (e) Sodium

*Infer $\eta$ for sodium from $K=0.11$ percent. Sodium is body-centred cubic with one conduction electron per atom; take a rough lattice constant of 4.3 Å.*

**Solution.** The cubic cell holds two atoms, so the volume per atom is

$$\Omega=\frac{(4.3)^3}{2}=39.75\ \text{Å}^3 .$$

With $n=1/\Omega$,

$$k_F=\left(\frac{3\pi^2}{39.75}\right)^{1/3}=0.9065\ \text{Å}^{-1},$$

which is 0.4797 in atomic units. The susceptibility is

$$\chi_P=\frac{5.325\times10^{-5}\times0.4797}{\pi}=8.13\times10^{-6}.$$

Evenly spread electrons would give $K=\tfrac23\chi_P=5.42\times10^{-4}$ percent. The given shift is larger by the factor

$$\eta=\frac{0.11}{5.42\times10^{-4}}\approx203 ,$$

or about 200 at the accuracy of the input. Rounding in $K$ alone, from 0.105 to 0.115 percent, allows 194 to 212. Since $k_F$ is inversely proportional to the lattice constant, $\eta$ is proportional to it, and an error of 1 percent in the lattice constant changes $\eta$ by 1 percent.

The corresponding density at the nucleus, for an orbital normalised to one atomic cell, is

$$\langle|\psi(0)|^2\rangle_F=\frac{\eta}{\Omega}=\frac{203}{39.75}\approx5.1\ \text{Å}^{-3},$$

or 0.76 in atomic units.

## (f) What the interaction between electrons changes

*The shift fixes the product of susceptibility and $\eta$. Estimate how exchange and correlation change the susceptibility, and repeat the inference.*

**Solution.** Let $\zeta$ be the fraction of majority minus minority electrons in a uniform gas, and $e(\zeta)$ the energy per electron without the field. In the field the energy per electron is, for small $\zeta$,

$$e(0)+\tfrac12e''\zeta^2-\mu_BB\zeta ,$$

with the derivative taken at $\zeta=0$. The minimum lies at $\zeta=\mu_BB/e''$, so $M=n\mu_B\zeta=n\mu_B^2B/e''$. Split $e$ into the kinetic energy $t$ of independent electrons and the rest, $e_{xc}$. Relative to independent electrons the susceptibility is multiplied by

$$S=\frac{t''}{t''+e_{xc}''}.$$

The two spin populations have Fermi wavenumbers $k_\pm=k_F(1\pm\zeta)^{1/3}$. The mean kinetic energy in a filled sphere is $\tfrac3{10}k_\pm^2$, and a fraction $(1\pm\zeta)/2$ of the electrons belongs to each sphere. Hence

$$t=\frac{3k_F^2}{20}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right],\qquad
t''=\frac{3k_F^2}{20}\cdot2\cdot\frac{10}{9}=\frac{k_F^2}{3}.$$

For exchange we need the density matrix of one filled sphere. With $x=k_\pm r$, $n_\pm=k_\pm^3/6\pi^2$ and $j_1=(\sin x-x\cos x)/x^2$,

$$\rho_\pm(r)=\int_{k<k_\pm}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}=\frac{\sin x-x\cos x}{2\pi^2r^3}=3n_\pm\frac{j_1(x)}{x}.$$

The exchange energy per electron of that spin is

$$-\frac1{2n_\pm}\int\frac{\rho_\pm^2}{r}\,d^3r=-\frac{18\pi n_\pm}{k_\pm^2}\int_0^\infty\frac{j_1^2}{x}\,dx .$$

With $j_0=\sin x/x$, the relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ give $(j_0^2+j_1^2)'=-4j_1^2/x$. The integral is therefore $1/4$, and the energy is $-3k_\pm/4\pi$. Weighting the two spins as before,

$$e_x=-\frac{3k_F}{8\pi}\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right],\qquad
e_x''=-\frac{3k_F}{8\pi}\cdot2\cdot\frac49=-\frac{k_F}{3\pi}.$$

Exchange alone thus gives

$$\frac1S=1-\frac{1}{\pi k_F}.$$

Parallel spins lower the exchange energy, which makes the gas easier to polarise. At sodium's density this yields $S=2.97$. Correlation works against it: the local-spin-density approximation (LSDA), with the Perdew–Wang correlation energy, gives $S=1.58$. Other common fits of the correlation energy give values from 1.51 to 1.62, which moves the $\eta$ inferred below between 125 and 134.

To use $S$ in the Knight shift, assume that the interaction widens the spin splitting by the same factor for all states at the Fermi surface. In part (b) this replaces $\mu_BB$ by $S\mu_BB$, so $M$ and $m(0)$ grow alike and $K=\tfrac23S\chi_P\eta$. Then

$$\eta=\frac{203}{1.58}\approx128 ,\qquad \frac{\eta}{\Omega}\approx3.2\ \text{Å}^{-3}.$$

The value near 200 belongs to the bare Pauli susceptibility, and the value near 130 to this interacting estimate. The estimate uses a uniform gas at the mean density. A splitting that varies over the Fermi surface, or a band mass different from the free one, could change it again.

## (g) Comparison with the free atom

*Is an enhancement of this size reasonable for a 3s electron?*

**Solution.** A free sodium atom supplies a scale. Its 3s density at the nucleus comes out as 3.57 Å$^{-3}$ in restricted open-shell Hartree–Fock and 5.55 Å$^{-3}$ in restricted open-shell Kohn–Sham theory with the spin-polarised local functional of part (f), called LDA below. A larger basis extrapolated to the nuclear cusp raises both by about 0.2 percent, to 3.574 and 5.560 Å$^{-3}$, which leaves the products and ratios below unchanged at the digits shown. Multiplied by the metal's volume per atom, these become

$$3.57\times39.75\approx142,\qquad 5.55\times39.75\approx221 .$$

An electron in an atomic 3s orbital is thus roughly 140 to 220 times denser at the nucleus, depending on the approximation, than one spread evenly over the cell. The values of $\eta$ inferred from the shift have the same size.

A finer comparison is limited by both sides. With the bare susceptibility, the density in the metal is 1.43 times the Hartree–Fock atomic value but 0.92 times the LDA one, so even the direction of the change is undecided. With the LSDA susceptibility the ratios are 0.90 and 0.58, both below 1. These ratios do not compare like with like: the given $K$ contains core polarisation, and the restricted atomic values do not. In the free atom, unrestricted Hartree–Fock puts the spin density at the nucleus about 22 percent above the restricted value, while unrestricted LDA changes it by about 1 percent. Two effects compete. Some p character in the Fermi-surface states, as in the lattice model of part (b), would tend to lower the density at the nucleus. The atomic orbital also extends beyond one cell, and renormalising it to the cell with its shape kept would raise that density; the boundary condition at the cell surface also changes the shape, which this argument ignores. Which effect wins in sodium is not settled here, because no calculation of the metal's own orbitals has been made.

## Values computed for the example and the checks

```
FIELD AT THE NUCLEUS, B(0)/(mu_0 m(0))
cubic magnetisation: 0.66667
with an added l=2 term: 0.74667
S-P LATTICE MODEL (energies in units of the hopping)
Fermi level, kT, Zeeman shift: -3.5, 0.04, 0.02
shift of chemical potential in field: -7.55e-05
states per spin, finite field: 0.11846
states per spin, surface integral: 0.11864
s-spin response, finite field: 0.09525
s-spin response, surface formula: 0.09542
s weight averaged over Fermi surface: 0.8043
s weight averaged over occupied states: 0.8686
SODIUM, FREE-ELECTRON PAULI SUSCEPTIBILITY
Knight shift (given): 0.11 percent
bcc lattice constant (rough input): 4.3 angstrom
volume per atom: 39.75 angstrom^3
Fermi wavenumber: 0.9065 1/angstrom
Fermi wavenumber in atomic units: 0.4797 1/bohr
Fermi energy: 3.131 eV
density of states, both spins: 0.4791 per eV per atom
fine-structure constant squared: 5.32514e-05
chi_P, formula (SI, dimensionless): 8.1307e-06
chi_P, finite-field filling at 50 T: 8.1307e-06
shift if eta were 1: 5.420e-04 percent
enhancement factor eta: 202.9
eta for K = 0.105 percent: 193.7
eta for K = 0.115 percent: 212.2
Fermi-surface density at nucleus: 5.105 1/angstrom^3
the same in atomic units: 0.756 1/bohr^3
K recomputed from finite field: 0.1100 percent
SODIUM, WITH EXCHANGE AND CORRELATION
susceptibility factor S, exchange only: 2.973
susceptibility factor S, LSDA: 1.584
chi with LSDA factor: 1.2878e-05
enhancement factor eta with LSDA factor: 128.1
density at nucleus with LSDA factor: 3.223 1/angstrom^3
FREE SODIUM ATOM, 3s ORBITAL
basis test, ion 1s and 3s, ratio to exact: 0.9977, 0.9981
density at nucleus, Hartree-Fock: 3.566 1/angstrom^3
density at nucleus, LDA: 5.548 1/angstrom^3
times volume per atom, Hartree-Fock: 141.8
times volume per atom, LDA: 220.6
metal/atom, free-electron chi, HF and LDA: 1.43, 0.92
metal/atom, LSDA chi, HF and LDA: 0.90, 0.58
```
